**Two-species kinetic Monte Carlo with reversible adatom–surfactant exchange**

The program tests that hops and exchanges of growth atoms A and surfactant atoms S conserve both species and obey detailed balance, \(p_ak_{ab}=p_bk_{ba}\), when deposition is off. Here \(k_{ab}\) is the rate from configuration \(a\) to \(b\), and \(p_a\propto e^{-E_a/k_BT}\) with \(E_a\) the bond energy of the configuration. For all 210 configurations of a three-column ring, it asserts that the moves connect every configuration, that the rate ratios match an explicit pair-sum energy, and that the stationary distribution is the Boltzmann one. It also asserts that fixed exchange barriers, which ignore the neighbours, give a different distribution and positive entropy production. A sampled trajectory must agree with the Boltzmann averages within five standard errors. In the growth runs the numbers of A and S are asserted after every event, and the locally updated rates are compared with a full recomputation at the end. The output shows that, when deposition stops, 0.785 of the columns are topped by S with exchange and 0.016 without it, and that the film grown with exchange is slightly rougher.

## Check in Python

```python
"""
Two-species kinetic Monte Carlo with reversible adatom-surfactant exchange.

Result under test: with deposition off, hops and exchanges conserve the numbers
of growth atoms A and surfactant atoms S, and obey detailed balance with the
Boltzmann weights exp(-E/kT), which are the unique stationary distribution.

State : one stack of species per column, on a fixed substrate of A.
E     : minus the sum of J[X][Y] over vertical and lateral nearest neighbours.
Hop   : barrier T_HOP[X] + bonds of the atom + W_STEP if the two columns differ
        in height once the moving atom is removed.
Swap  : top two unlike atoms of a column, barrier Q_EX + (energy change)/2.
Energies in eV, rates in 1/s, temperature in K.
"""
import random
from bisect import bisect_right
from itertools import accumulate, combinations
from math import comb, exp, log, sqrt

import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components

A, S = 0, 1
J = ((0.30, 0.22), (0.22, 0.12))
T_HOP = (0.35, 0.55)
W_STEP = 0.05
Q_EX = 0.70
NU = 1.0e13
FIXED_DOWN, FIXED_UP = 0.50, 0.90     # faulty rule: ignores the neighbours
KB = boltzmann / charge
SWAP = -1


def ring(n):
    return [((i - 1) % n, (i + 1) % n) for i in range(n)]


def torus(n):
    return [(((x + 1) % n) * n + y, ((x - 1) % n) * n + y,
             x * n + (y + 1) % n, x * n + (y - 1) % n)
            for x in range(n) for y in range(n)]


def column_events(stacks, nbrs, i, kT, rule="reversible"):
    """Events (rate, target) that start from column i, from local bonds only."""
    col = stacks[i]
    n = len(col)
    if n == 0:
        return []
    top = col[-1]
    low = col[-2] if n > 1 else A
    bonds = J[top][low]
    for j in nbrs[i]:
        if len(stacks[j]) >= n:
            bonds += J[top][stacks[j][n - 1]]
    events = []
    for j in nbrs[i]:
        step = W_STEP if len(stacks[j]) != n - 1 else 0.0
        events.append((NU * exp(-(T_HOP[top] + bonds + step) / kT), j))
    if rule != "none" and n > 1 and top != low:
        if rule == "fixed":
            barrier = FIXED_DOWN if top == A else FIXED_UP
        else:
            base = col[-3] if n > 2 else A
            change = J[low][base] - J[top][base]
            for j in nbrs[i]:
                other = stacks[j]
                if len(other) >= n - 1:
                    change += J[low][other[n - 2]] - J[top][other[n - 2]]
                if len(other) >= n:
                    change += J[top][other[n - 1]] - J[low][other[n - 1]]
            barrier = Q_EX + change / 2
        events.append((NU * exp(-barrier / kT), SWAP))
    return events


def perform(stacks, i, target):
    if target == SWAP:
        stacks[i][-1], stacks[i][-2] = stacks[i][-2], stacks[i][-1]
    else:
        stacks[target].append(stacks[i].pop())


def total_energy(stacks, nbrs):
    """Explicit sum over all pairs of occupied sites (level 0 is substrate)."""
    sites = [(i, 0, A) for i in range(len(stacks))]
    sites += [(i, h + 1, x) for i, c in enumerate(stacks) for h, x in enumerate(c)]
    energy = 0.0
    for (i, h, x), (j, g, y) in combinations(sites, 2):
        if h == 0 and g == 0:
            continue
        if (i == j and abs(h - g) == 1) or (h == g and j in nbrs[i]):
            energy -= J[x][y]
    return energy


# ---------- one A atom on a complete S layer ----------
T_LOW = 300.0
kT_low = KB * T_LOW
nb4 = torus(4)
layer = [[S] for _ in range(16)]
layer[5].append(A)
e_before = total_energy(layer, nb4)
ev_before = column_events(layer, nb4, 5, kT_low)
rate_down = [r for r, t in ev_before if t == SWAP][0]
rate_hop = ev_before[0][0]
perform(layer, 5, SWAP)
e_after = total_energy(layer, nb4)
rate_up = [r for r, t in column_events(layer, nb4, 5, kT_low) if t == SWAP][0]
delta = e_after - e_before
assert abs(log(rate_down / rate_up) + delta / kT_low) < 1e-9
bound = 5 * max(abs(J[A][x] - J[S][x]) for x in (A, S))
assert abs(delta) <= bound + 1e-12 and Q_EX > bound / 2
print(f"Bond energies AA, AS, SS: {J[0][0]:.2f}, {J[0][1]:.2f}, {J[1][1]:.2f} eV")
print(f"Hop saddle terms T_A, T_S, step term W: {T_HOP[0]:.2f}, {T_HOP[1]:.2f}, {W_STEP:.2f} eV")
print(f"Exchange parameter Q: {Q_EX:.2f} eV; attempt frequency: {NU:.1e} 1/s")
print(f"Bound on |energy change| of exchange, 4 neighbours: {bound:.3f} eV")
print(f"Lone A on S layer: temperature {T_LOW:.0f} K, kT = {kT_low:.6f} eV")
print(f"  energy change on exchange: {delta:.3f} eV")
print(f"  barrier A down: {-kT_low * log(rate_down / NU):.3f} eV, rate {rate_down:.4e} 1/s")
print(f"  barrier A up: {-kT_low * log(rate_up / NU):.3f} eV, rate {rate_up:.4e} 1/s")
print(f"  barrier A hop on S: {-kT_low * log(rate_hop / NU):.3f} eV, rate per direction {rate_hop:.4e} 1/s")
print(f"  ln(rate down/rate up): {log(rate_down / rate_up):.4f}")

# ---------- all states of a small closed system ----------
T_HIGH = 900.0
kT = KB * T_HIGH
COLS, N_A, N_S = 3, 3, 2
N = N_A + N_S
nb3 = ring(COLS)
states = []
for s_places in combinations(range(N), N_S):
    word = tuple(S if p in s_places else A for p in range(N))
    for d1, d2 in combinations(range(N + 2), 2):
        states.append((word[:d1], word[d1:d2 - 1], word[d2 - 1:]))
index = {s: q for q, s in enumerate(states)}
M = len(states)
assert len(index) == M == comb(N, N_S) * comb(N + COLS - 1, COLS - 1)
energies = np.array([total_energy(s, nb3) for s in states])
boltz = np.exp(-(energies - energies.min()) / kT)
boltz /= boltz.sum()


def transitions(rule):
    """Rate matrix R[a, b] and event table; an unknown target is an error."""
    R = np.zeros((M, M))
    table = []
    for a, s in enumerate(states):
        row = []
        for i in range(COLS):
            for rate, target in column_events(s, nb3, i, kT, rule):
                new = [list(c) for c in s]
                perform(new, i, target)
                b = index[tuple(tuple(c) for c in new)]
                R[a, b] += rate
                kind = 0
                if target == SWAP:
                    kind = 1 if s[i][-1] == A else -1
                row.append((rate, b, kind))
        table.append(row)
    return R, table


def stationary(R):
    G = R.T - np.diag(R.sum(axis=1))
    G = G / R.max()
    G[-1, :] = 1.0
    rhs = np.zeros(M)
    rhs[-1] = 1.0
    return np.linalg.solve(G, rhs)


def entropy_per_event(R, p):
    flux = p[:, None] * R
    a, b = np.nonzero(np.triu(R))
    f, g = flux[a, b], flux[b, a]
    return float(np.sum((f - g) * np.log(f / g)) / flux.sum())


R, table = transitions("reversible")
assert np.array_equal(R > 0, R.T > 0)
assert connected_components(csr_matrix(R), connection="strong")[0] == 1
ia, ib = np.nonzero(R)
ratio_error = np.max(np.abs(np.log(R[ia, ib] / R[ib, ia])
                            + (energies[ib] - energies[ia]) / kT))
assert ratio_error < 1e-9
p_stat = stationary(R)
tv_good = 0.5 * np.abs(p_stat - boltz).sum()
assert tv_good < 1e-9
sig_good = entropy_per_event(R, p_stat)
assert abs(sig_good) < 1e-9

R_bad, table_bad = transitions("fixed")
assert np.array_equal(R_bad > 0, R_bad.T > 0)
p_bad = stationary(R_bad)
assert p_bad.min() > 0
sig_bad = entropy_per_event(R_bad, p_bad)
tv_bad = 0.5 * np.abs(p_bad - boltz).sum()
assert sig_bad > 1e-5 and tv_bad > 1e-3

half = np.sqrt(boltz)
sym = half[:, None] * R / half[None, :]
sym = (sym + sym.T) / 2 - np.diag(R.sum(axis=1))
eigs = np.linalg.eigvalsh(sym)
relax = -1.0 / eigs[-2]
print(f"Closed ring: {COLS} columns, {N_A} A, {N_S} S, {M} states, {len(ia)} directed transitions")
print(f"  temperature {T_HIGH:.0f} K, kT = {kT:.6f} eV")
print(f"  largest error in ln rate ratio: {ratio_error:.1e}")
print(f"  total variation distance, stationary to Boltzmann: {tv_good:.1e}")
print(f"  entropy production: {sig_good:.1e} k_B per event")
print(f"  slowest relaxation time: {relax:.4e} s")
print(f"Faulty rule, fixed barriers down/up: {FIXED_DOWN:.2f}/{FIXED_UP:.2f} eV")
print(f"  total variation distance to Boltzmann: {tv_bad:.4f}")
print(f"  entropy production: {sig_bad:.4e} k_B per event")

# ---------- sampled trajectory of the closed system ----------
top_s = np.array([sum(1 for c in s if c and c[-1] == S) / COLS for s in states])
exact_top, exact_e = float(boltz @ top_s), float(boltz @ energies)
cums = [list(accumulate(ev[0] for ev in row)) for row in table]
rng = random.Random(11)
BLOCKS, STEPS = 20, 20000
state, down, up = 0, 0, 0
means, durations = [], []
top_list, e_list = top_s.tolist(), energies.tolist()
for block in range(BLOCKS + 1):
    t_sum = x_sum = y_sum = 0.0
    for _ in range(STEPS):
        cum = cums[state]
        dt = rng.expovariate(cum[-1])
        t_sum += dt
        x_sum += dt * top_list[state]
        y_sum += dt * e_list[state]
        pick = min(bisect_right(cum, rng.random() * cum[-1]), len(cum) - 1)
        _, new_state, kind = table[state][pick]
        if block:
            down += kind == 1
            up += kind == -1
        state = new_state
    if block:                                   # first block is discarded
        means.append((x_sum / t_sum, y_sum / t_sum))
        durations.append(t_sum)
means = np.array(means)
avg = means.mean(axis=0)
err = means.std(axis=0, ddof=1) / sqrt(BLOCKS)
assert min(durations) > 10 * relax
assert abs(avg[0] - exact_top) < 5 * err[0]
assert abs(avg[1] - exact_e) < 5 * err[1]
assert err[0] < 0.02 and err[1] < 0.02
assert down + up > 1000 and abs(down - up) < 5 * sqrt(down + up)
print(f"Trajectory: {BLOCKS} blocks of {STEPS} events, shortest block {min(durations):.3e} s")
print(f"  S-topped fraction: sampled {avg[0]:.4f} +- {err[0]:.4f}, exact {exact_top:.4f}")
print(f"  energy: sampled {avg[1]:.4f} +- {err[1]:.4f} eV, exact {exact_e:.4f} eV")
print(f"  exchanges A down: {down}, A up: {up}")


# ---------- growth, then deposition off ----------
def grow(side, layers, flux, rule, seed, hold):
    rnd = random.Random(seed)
    nbrs = torus(side)
    n = side * side
    stacks = [[S] for _ in range(n)]
    ev = [column_events(stacks, nbrs, i, kT_low, rule) for i in range(n)]
    tot = [sum(r for r, _ in q) for q in ev]
    goal, landed, t, stop = layers * n, 0, 0.0, None
    count, count_off, top_end = 0, 0, None

    def top_fraction():
        return sum(1 for c in stacks if c and c[-1] == S) / n

    while True:
        if landed == goal and stop is None:
            stop, top_end = t + hold, top_fraction()
            heights = np.array([len(c) for c in stacks])
            rough = float(heights.std())
        cum = list(accumulate(tot))
        total = cum[-1] + (flux * n if stop is None else 0.0)
        dt = rnd.expovariate(total)
        if stop is not None and t + dt > stop:
            break
        t += dt
        x = rnd.random() * total
        if stop is None and x >= cum[-1]:
            i = rnd.randrange(n)
            stacks[i].append(A)
            landed += 1
            changed = {i}
        else:
            i = min(bisect_right(cum, x), n - 1)
            x -= cum[i] - tot[i]
            for rate, target in ev[i]:
                x -= rate
                if x < 0:
                    break
            perform(stacks, i, target)
            changed = {i} if target == SWAP else {i, target}
            count += 1
            count_off += stop is not None
        for c in tuple(changed):
            changed.update(nbrs[c])
        for c in changed:
            ev[c] = column_events(stacks, nbrs, c, kT_low, rule)
            tot[c] = sum(r for r, _ in ev[c])
        n_s = sum(c.count(S) for c in stacks)
        assert n_s == n and sum(map(len, stacks)) - n_s == landed
    for i in range(n):
        assert ev[i] == column_events(stacks, nbrs, i, kT_low, rule)
    n_a = sum(c.count(A) for c in stacks)
    return top_end, top_fraction(), rough, count, count_off, n_a, n_s


SIDE, LAYERS, FLUX, HOLD = 8, 3, 1.0, 0.5
SEEDS = (1, 2, 3, 4)
with_ex = np.array([grow(SIDE, LAYERS, FLUX, "reversible", s, HOLD) for s in SEEDS])
without = np.array([grow(SIDE, LAYERS, FLUX, "none", s, 0.0) for s in SEEDS])
assert with_ex[:, 4].min() > 0
assert with_ex[:, 0].min() > without[:, 0].max()
print(f"Growth: {SIDE}x{SIDE} columns, 1 ML S, {LAYERS} ML A at {FLUX:.1f} ML/s, {T_LOW:.0f} K, {len(SEEDS)} seeds")
for name, data in (("exchange on", with_ex), ("exchange off", without)):
    se = data.std(axis=0, ddof=1) / sqrt(len(SEEDS))
    m = data.mean(axis=0)
    print(f"  {name}: S-topped fraction {m[0]:.3f} +- {se[0]:.3f}")
    print(f"  {name}: rms height spread {m[2]:.3f} +- {se[2]:.3f} layers")
    print(f"  {name}: mean number of hops and exchanges {m[3]:.0f}")
print(f"Deposition off for {HOLD:.1f} s, exchange on: mean events {with_ex[:, 4].mean():.0f}")
print(f"  S-topped fraction afterwards: {with_ex[:, 1].mean():.3f}")
print(f"  final atoms in every run: A {with_ex[:, 5].min():.0f} to {with_ex[:, 5].max():.0f}, "
      f"S {with_ex[:, 6].min():.0f} to {with_ex[:, 6].max():.0f}")
print("checks complete")
```

It prints:

```
Bond energies AA, AS, SS: 0.30, 0.22, 0.12 eV
Hop saddle terms T_A, T_S, step term W: 0.35, 0.55, 0.05 eV
Exchange parameter Q: 0.70 eV; attempt frequency: 1.0e+13 1/s
Bound on |energy change| of exchange, 4 neighbours: 0.500 eV
Lone A on S layer: temperature 300 K, kT = 0.025852 eV
  energy change on exchange: -0.480 eV
  barrier A down: 0.460 eV, rate 1.8721e+05 1/s
  barrier A up: 0.940 eV, rate 1.6169e-03 1/s
  barrier A hop on S: 0.570 eV, rate per direction 2.6572e+03 1/s
  ln(rate down/rate up): 18.5672
Closed ring: 3 columns, 3 A, 2 S, 210 states, 1080 directed transitions
  temperature 900 K, kT = 0.077556 eV
  largest error in ln rate ratio: 8.9e-15
  total variation distance, stationary to Boltzmann: 1.8e-15
  entropy production: 1.4e-24 k_B per event
  slowest relaxation time: 1.1340e-08 s
Faulty rule, fixed barriers down/up: 0.50/0.90 eV
  total variation distance to Boltzmann: 0.5413
  entropy production: 2.8218e-02 k_B per event
Trajectory: 20 blocks of 20000 events, shortest block 1.278e-05 s
  S-topped fraction: sampled 0.5694 +- 0.0005, exact 0.5697
  energy: sampled -2.2822 +- 0.0003 eV, exact -2.2822 eV
  exchanges A down: 142870, A up: 142872
Growth: 8x8 columns, 1 ML S, 3 ML A at 1.0 ML/s, 300 K, 4 seeds
  exchange on: S-topped fraction 0.785 +- 0.027
  exchange on: rms height spread 1.334 +- 0.019 layers
  exchange on: mean number of hops and exchanges 822
  exchange off: S-topped fraction 0.016 +- 0.011
  exchange off: rms height spread 1.202 +- 0.024 layers
  exchange off: mean number of hops and exchanges 646
Deposition off for 0.5 s, exchange on: mean events 111
  S-topped fraction afterwards: 0.773
  final atoms in every run: A 192 to 192, S 64 to 64
checks complete
```
